# Exponential and Power-Law Breakdown Lifetimes Matched at One Stress Voltage, part 2

A gate dielectric is stressed at a voltage $V_s$, and its life is extrapolated to a lower operating voltage. An exponential law and a power law share the characteristic time $t_s$ and the slope at $V_s$ (Entry 1):

$$
t_E(V)=t_s\exp[\gamma(V_s-V)],\qquad
t_P(V)=t_s\left(\frac{V_s}{V}\right)^n,\qquad
\gamma=\frac{n}{V_s}.
$$

$V$ is the magnitude of the voltage across the stack, called the gate voltage because band bending and any built-in offset are neglected. The elementary charge is one, so voltages are given in eV; times are in seconds. The characteristic time is that by which 63.2% of nominally identical test structures have failed. Temperature and stack are fixed, a single failure mode acts, and $\gamma$ and $n$ are constants.

With $x=V/V_s$ and $u=1-x$, the gap between the laws (Entries 3 and 5) is

$$
G=\ln\frac{t_P}{t_E}=n(x-1-\ln x),\qquad
G=n\sum_{k=2}^{\infty}\frac{u^k}{k},
$$

and for $0<u<1$ it lies between $nu^2/2$ and $nu^2/[2(1-u)]$.

The curvature integral of Entry 4 gives the same gap as $D(V)=\ln t_P-\ln t_E$:

$$
D(V)=\int_V^{V_s}(V'-V)\frac{n}{V'^2}\,dV'.
$$

Here $n/V'^2$ is the second derivative of $\ln t_P$.

Entry 6 models an interlayer (thickness $d_1$, relative permittivity $\varepsilon_1$) under a high-k layer ($d_2$, $\varepsilon_2$), without trapped charge. The interlayer, with field $F_1$, controls breakdown:

$$
F_1=\frac{V}{d_{\rm eff}},\qquad
d_{\rm eff}=d_1+d_2\frac{\varepsilon_1}{\varepsilon_2},
$$

$$
t=\tau_0\exp\left(\frac{H-pF_1}{k_BT}\right),\qquad
\gamma=\frac{p}{k_BT\,d_{\rm eff}}.
$$

$H$ is the zero-field barrier, $p$ the effective dipole, $\tau_0$ the time prefactor and $k_BT$ the thermal energy.

The example has $V_s=2$ eV, $t_s=10^4$ s, $n=40$, hence $\gamma=20\ \text{eV}^{-1}$, and an operating voltage of 1 eV. There $t_E=4.85\times10^{12}$ s and $t_P=1.10\times10^{16}$ s; the gap is 7.726, a lifetime ratio of about 2270. The example stack has $d_1=8$ angstrom, $\varepsilon_1=4$, $d_2=20$ angstrom and $\varepsilon_2=20$, at 400 K.

### Entry 7. From a test structure to a chip

Let $t_{63}$ be the characteristic time of a test structure at the voltage considered. Assume a Weibull distribution, for which the probability of surviving to time $t$ is

$$
S(t)=\exp\left[-\left(\frac{t}{t_{63}}\right)^\beta\right].
$$

At $t=t_{63}$ the failed fraction is $1-\exp(-1)$, or 63.2%, in agreement with the earlier definition. The Weibull slope $\beta$ measures how narrowly the failures are grouped in time.

A chip has $a$ times the area of the test structure. If its parts fail independently and the first failure is fatal, the chip survives only when all its parts survive. Probabilities of independent events multiply, so the chip survival is $S^a$. Setting the failed fraction equal to the allowed value $f$ gives

$$
1-f=\exp\left[-a\left(\frac{t}{t_{63}}\right)^\beta\right].
$$

Take the logarithm, divide by $-a$, and take the power $1/\beta$:

$$
t=s\,t_{63},\qquad
s=\left[\frac{-\ln(1-f)}{a}\right]^{1/\beta}.
$$

For $a=1$ and $f=1-\exp(-1)$ this gives $s=1$, as it should. For small $f$, $-\ln(1-f)\simeq f$, and then $s\simeq(f/a)^{1/\beta}$.

The example takes $\beta=1.2$, $a=10^4$ and $f=10^{-4}$. Hence $s\simeq(10^{-8})^{1/1.2}=2.15\times10^{-7}$. The lives at 1 eV become

$$
s\,t_E=1.05\times10^6\ \text{s}=0.033\ \text{years},
$$

$$
s\,t_P=2.37\times10^9\ \text{s}=75\ \text{years}.
$$

With a requirement of ten years, the chip fails under one law and passes under the other. The same factor multiplies both lives, so their ratio is still about 2270. Area and failed fraction decide where the requirement falls relative to the two predictions, but they do not bring the predictions together.

The factor is sensitive to $\beta$. From $\ln s=\beta^{-1}\ln[-\ln(1-f)/a]$,

$$
\frac{d\ln s}{d\beta}=-\frac{1}{\beta^2}\ln\frac{-\ln(1-f)}{a}.
$$

The last logarithm is negative here, so the derivative is positive. A broader distribution, with smaller $\beta$, shortens the chip life at fixed $t_{63}$, because early failures are then more likely.

### Entry 8. The voltage allowed by a required life

The question can be reversed. Let the required chip life be $t_r$, and let $\beta$ be independent of voltage, so that one factor $s$ serves throughout. The life must be longer than the chip life at stress, $s\,t_s$, by the logarithmic amount

$$
L=\ln\frac{t_r}{s\,t_s}.
$$

For the exponential law, $s\,t_E=t_r$ means $\gamma(V_s-V)=L$. Using $\gamma=n/V_s$,

$$
V_E=V_s\left(1-\frac Ln\right).
$$

For the power law, $s\,t_P=t_r$ means $n\ln(V_s/V)=L$, so

$$
V_P=V_s\exp\left(-\frac Ln\right).
$$

Both voltages depend on the requirement through the single number $y=L/n$. Their difference is

$$
V_P-V_E=V_s\left[\exp(-y)-1+y\right].
$$

The bracket is zero at $y=0$, and its derivative $1-\exp(-y)$ has the sign of $y$. The bracket is therefore positive for every other $y$: the power law allows the higher voltage. For small $y$ the difference starts as $V_sy^2/2$. It is second order for the same reason that the gap in lifetime is.

In the example $s\,t_s=2.15\times10^{-3}$ s and ten years is $3.16\times10^8$ s. This gives $L=25.71$ and $y=0.6428$. Then

$$
V_E=2(1-0.6428)=0.714\ \text{eV}=0.0263\ \text{hartree},
$$

$$
V_P=2\exp(-0.6428)=1.052\ \text{eV}=0.0386\ \text{hartree}.
$$

The proposed 1 eV lies between them, which is why the two verdicts in Entry 7 are opposite. The difference of 0.337 eV is a third of that operating voltage. A search for the voltage at which the chip's failure probability reaches $f$ after ten years gives the same two values.

Two limits are instructive. When $L\to0$ the requirement is already met at the stress voltage, and both formulas return $V_s$. When $L=n$ the exponential law allows zero voltage, and for $L>n$ it allows no positive voltage at all. The demand then exceeds $s\,t_s\exp(n)$, the longest chip life this law can give. The power law still returns a positive voltage, since its life has no upper limit.

### Entry 9. How much of the gap is visible under stress

Suppose that lifetimes are measured between 1.9 and 2.1 eV. At the lower edge $x=0.95$, and at the upper edge $x=1.05$. The gaps are

$$
G(0.95)=0.0517,\qquad G(1.05)=0.0484.
$$

The leading term $nu^2/2=40(0.0025)/2=0.05$ accounts for most of both. The next term, $nu^3/3$, adds 0.0017 at the lower edge and subtracts as much at the upper one. The two laws thus differ by about 5% in lifetime at the edges of the window, although they differ by a factor of about 2270 at 1 eV.

This must be compared with the scatter of breakdown times. Define $z=(t/t_{63})^\beta$. The Weibull survival function says that $z$ exceeds a value $\zeta$ with probability $\exp(-\zeta)$, so $z$ has an exponential distribution, and

$$
\ln t=\ln t_{63}+\frac{\ln z}{\beta}.
$$

The variance of $\ln z$ follows from its moments. The average of $z^q$ is

$$
\int_0^\infty z^q\exp(-z)\,dz=\Gamma(1+q).
$$

Since $z^q=\exp(q\ln z)$, the second derivative of $\ln\Gamma(1+q)$ at $q=0$ is the variance of $\ln z$. The product formula for the gamma function gives

$$
\frac{d^2}{dq^2}\ln\Gamma(1+q)=\sum_{k=1}^{\infty}\frac{1}{(k+q)^2},
$$

which at $q=0$ equals $\pi^2/6$. The standard deviation of $\ln t$ is therefore $\pi/(\beta\sqrt6)$. The mean of $N$ independent values has the standard error

$$
\sigma=\frac{\pi}{\beta\sqrt{6N}}.
$$

For $N=30$ and $\beta=1.2$, $\sigma=0.195$. The gap at either edge is about a quarter of this. The mean of $\ln t$ is also displaced from $\ln t_{63}$, but with constant $\beta$ the displacement is the same at every voltage and does not imitate curvature.

### Entry 10. Refitting the straight line

In practice the exponential law would be fitted to the data; it would not be made tangent to an unknown power law. This helps it to hide the difference. Take noiseless power-law data at five equally spaced voltages, from 1.9 to 2.1 eV, and fit a straight line to $\ln t$ by least squares.

In terms of $u$ the data are

$$
\ln t_P=\ln t_s+n\left(u+\frac{u^2}{2}+\frac{u^3}{3}+\cdots\right),
$$

with $u=0,\pm0.025,\pm0.05$. The points are symmetric about zero, so the even terms change the height of the line and the odd terms its slope. To leading order the height rises by half of $n$ times the mean of $u^2$:

$$
\frac{40}{2}(0.00125)=0.025.
$$

The slope against $u$ is the sum of $u\ln t_P$ divided by the sum of $u^2$. With the cubic term included, this is

$$
n\left(1+\frac{\sum u^4}{3\sum u^2}\right)=40(1.00071).
$$

Division by $V_s$ gives a slope magnitude of $20.014\ \text{eV}^{-1}$, hardly different from the tangent value of 20.

The largest residual in the window is now 0.0253, about half the former gap. At 1 eV, however, the refitted line lies above the tangent by only $0.025+0.014=0.039$. The gap there falls from 7.726 to 7.687, which lowers the lifetime ratio by about 4%. The far disagreement is not an artefact of the tangent construction.

The five means can also be combined to look for curvature. Let $r_i$ be the residuals. A weighted sum of the means, with the squares of the weights adding to one, has standard error $\sigma$. If the weights are chosen to ignore any straight line, the power law shifts this sum by at most $(\sum r_i^2)^{1/2}$, by the Cauchy–Schwarz inequality. Since no residual exceeds 0.0253 in magnitude,

$$
\frac{(\sum r_i^2)^{1/2}}{\sigma}\le\sqrt5\,\frac{0.0253}{0.195}=0.29.
$$

The best linear combination of the means thus shows the curvature at less than a third of one standard error. The ratio grows as $\sqrt N$, so even one standard error would need at least about 360 samples at each voltage. In this example, linear combinations of the mean logarithmic lives under stress cannot reliably choose between the laws.

### Entry 11. Statistical error and model error

A fitted line also has an ordinary error of extrapolation. With five voltages $V_i$ centred on $V_s$, the height at the centre has variance $\sigma^2/5$, and the slope has variance $\sigma^2/\sum(V_i-V_s)^2$. For centred data the two errors are uncorrelated. The standard error of the extrapolated $\ln t$ is therefore

$$
\sigma\left[\frac15+\frac{(V-V_s)^2}{\sum(V_i-V_s)^2}\right]^{1/2}.
$$

Here the sum is $2(0.1^2+0.05^2)=0.025\ \text{eV}^2$. At 1 eV the error is $0.195\sqrt{0.2+40}\approx1.2$, which corresponds to a factor of more than three in lifetime. This is large, but the choice of law changes the logarithm by 7.7. An error bar calculated within the exponential law takes that law as given, so it contains no allowance for the second, larger uncertainty. The figure of 1.2 refers to the test structure; a chip life also carries the error of the fitted $\beta$, through the derivative given in Entry 7.

Stress at lower voltage would increase the visible curvature, at a cost in time. Suppose that a test can last longer than $t_s$ by a logarithmic amount $\Lambda$. To leading order the voltage can be reduced by $u=\Lambda/n$, so the gap reached is

$$
G\simeq\frac n2\left(\frac{\Lambda}{n}\right)^2=\frac{\Lambda^2}{2n}.
$$

A test one hundred times longer has $\Lambda=\ln100=4.61$. For $n=40$ the leading estimate is $G\simeq0.27$. The gap grows only with the square of the logarithm of the time available. The value 0.27 is somewhat larger than $\sigma=0.195$, but it is measured from the tangent, and a refitted line absorbs much of it, as in Entry 10. Five voltages spread from about 1.77 to 2.1 eV have a half-width 1.65 times the former one. The residuals grow roughly as its square, by a factor of about 2.7, so the bound of 0.29 becomes about 0.8. The longer test helps, but with 30 samples at each voltage the curvature still stays below one standard error.

### Entry 12. Where the comparison ceases to hold

The power law depends on the zero from which voltage is counted. Suppose that a constant offset $V_0$ must be subtracted, so that the stack responds to $V-V_0$. The exponential law keeps its slope, since the offset only changes the prefactor. A power law in $V-V_0$ with exponent $n'$ has slope magnitude $n'/(V_s-V_0)$ at stress. Matching then requires

$$
n'=\gamma(V_s-V_0).
$$

The gap keeps its form, with $n$ replaced by $n'$ and $x$ by $(V-V_0)/(V_s-V_0)$, provided both voltages exceed $V_0$. The power-law life now diverges at $V_0$ instead of at zero. A fitted exponent has a definite meaning only together with the chosen origin.

Temperature must also be common to both voltages. In the linear-barrier model of Entry 6, $\gamma=p/(k_BTd_{\rm eff})$, so at constant $p$ the slope changes with temperature. A slope measured hot cannot be used unchanged for a cooler chip.

Charge trapping during stress alters the relation between field and voltage. In the model of Entry 6 a fixed trapped charge only shifts the interlayer field, which changes the prefactor of the exponential law and leaves $\gamma$ as it was. A charge that varies with voltage can change the slope as well, and so can a transfer of control from one layer to the other. If $\gamma$ or $n$ does not stay constant down to the operating voltage, neither matched curve need describe the life there. The curvature integral of Entry 4 still applies to a smooth single law, with its own second derivative in place of $n/V^2$. It then shows what must be known: the curvature of $\ln t$ over the whole interval from stress to operation, most of which lies outside the stress window in this example.

The computed values are collected in the numerical output below.

## Computed results

```
stress voltage V_s = 2.00 eV; operating V = 1.00 eV
lifetime at stress t_s = 1.000e+04 s; exponent n = 40
matched exponential slope gamma = 20.000 1/eV
tangent slope measured numerically = 20.000000 1/eV
interlayer: d = 8.0 angstrom, permittivity 4.0
high-k layer: d = 20.0 angstrom, permittivity 20.0
effective thickness d_eff = 12.00 angstrom
interlayer force e*F at stress = 0.16667 eV/angstrom
interlayer force e*F at operation = 0.08333 eV/angstrom
high-k force e*F at stress = 0.03333 eV/angstrom
temperature = 400 K; kT = 0.03447 eV
effective dipole p/e = 8.273 angstrom
barrier rise from stress to operation = 0.6894 eV
log gain, exponential law = 20.0000
log gain, power law = 27.7259
63.2 % lifetime at operation, exponential = 4.8517e+12 s
63.2 % lifetime at operation, power law = 1.0995e+16 s
log ratio at operation = 7.7259
lifetime ratio at operation = 2266.3
lower bound on log ratio = 5.000
upper bound on log ratio = 10.000
zero-voltage limit of exponential law = 2.3539e+21 s
Weibull slope = 1.20; area ratio = 1.0e+04
allowed failed fraction = 1.0e-04
chip scaling factor s = 2.1545e-07
chip life, exponential = 1.0453e+06 s = 0.0331 years
chip life, power law = 2.3689e+09 s = 75.07 years
required chip life = 3.1558e+08 s = 10.0 years
log requirement L = 25.7101; L/n = 0.64275
allowed voltage, exponential = 0.7145 eV = 0.02626 hartree
allowed voltage, power law = 1.0517 eV = 0.03865 hartree
difference of allowed voltages = 0.3372 eV
stress window half-width = 0.10 eV
log ratio at lower window edge = 0.05173
log ratio at upper window edge = 0.04839
samples per voltage = 30; error of mean log life = 0.1951
refitted line: slope magnitude = 20.0142 1/eV
refitted line: largest log residual in window = 0.02529
refitted line: log ratio at operation = 7.6867
```
